# Two electrons on a sphere: exact state, exchange-correlation energy and kinetic correlation: a program that tests the result

```python
# Result under test: two electrons on a sphere of radius R = sqrt(3)/2 a0,
# H = -(hbar^2/2m)(Lap1 + Lap2) + k/r12, have the ground state
# Psi = 1 + r12/a0 with energy E_h = k/a0 and uniform density, so that
# Exc = (1 - 4/sqrt(3)) E_h and Tc = 3 E_h/(15 + 8 sqrt(3)).
# Symbols: k = e^2/(4 pi eps0), a0 = hbar^2/(m k), r12 = chord distance,
# U = Hartree energy, Ex/Ec = exchange/correlation energy, Tc = T - Ts.
# Sections marked "scaled" use lengths in a0 and energies in E_h.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_legendre

hbar, mass = const.hbar, const.m_e
k = const.e**2 / (4 * np.pi * const.epsilon_0)
a0 = hbar**2 / (mass * k)
E_h = k / a0
root3 = np.sqrt(3.0)
R = root3 / 2 * a0
aJ = 1e-18
rng = np.random.default_rng(4)


# ---- eigenvalue equation in SI, by differences along great circles ----
def tangents(r):
    n = r / np.linalg.norm(r)
    t = np.cross(n, rng.normal(size=3))
    t /= np.linalg.norm(t)
    return t, np.cross(n, t)


def pair_at(u, radius):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    t = tangents(n)[0]
    angle = 2 * np.arcsin(u / (2 * radius))
    return radius * n, radius * (np.cos(angle) * n + np.sin(angle) * t)


def laplacian_sum(f, r1, r2, radius):
    step = 1e-3 * a0
    total, centre = 0.0, f(r1, r2)
    for mover in (0, 1):
        for t in tangents((r1, r2)[mover]):
            for d in (step, -step):
                pos = [r1, r2]
                pos[mover] = (np.cos(d / radius) * pos[mover]
                              + radius * np.sin(d / radius) * t)
                total += f(*pos) - centre
    return total / step**2


def psi(r1, r2):
    return 1 + np.linalg.norm(r1 - r2) / a0


def local_parts(u, radius):
    r1, r2 = pair_at(u, radius)
    kinetic = (-hbar**2 / (2 * mass) * laplacian_sum(psi, r1, r2, radius)
               / psi(r1, r2))
    return kinetic, k / np.linalg.norm(r1 - r2)


# difference step limits the relative accuracy to about 1e-5
for u in np.array([0.4, 0.7, 1.1, 1.5]) * a0:
    assert abs(sum(local_parts(u, R)) / E_h - 1) < 2e-5
sample_u = np.array([0.5, 1.5]) * a0
right = [local_parts(u, R) for u in sample_u]
wrong = [sum(local_parts(u, a0)) for u in sample_u]
assert abs(wrong[0] - wrong[1]) > 0.01 * E_h

# reduced Laplacian on a different function, exp(-u/a0), and another radius
for radius in (R, 1.3 * a0):
    for u in (0.6 * a0, 1.2 * a0):
        r1, r2 = pair_at(u, radius)
        numeric = laplacian_sum(
            lambda p, q: np.exp(-np.linalg.norm(p - q) / a0), r1, r2, radius)
        f = np.exp(-u / a0)
        reduced = 2 * ((1 - u**2 / (4 * radius**2)) * f / a0**2
                       - (1 / u - 3 * u / (4 * radius**2)) * f / a0)
        assert abs(numeric - reduced) * a0**2 < 2e-5

# ---- ground-state identity for an unsymmetric trial function, scaled ----
Rs = root3 / 2


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


x1, w1 = np.polynomial.legendre.leggauss(12)
s, ws = unit_gauss(40)                    # s = sin(theta12/2)
phi = 2 * np.pi * np.arange(16) / 16
X, S, F = np.meshgrid(x1, s, phi, indexing="ij")
weight = (w1 / 2)[:, None, None] * (2 * s * ws)[None, :, None] / 16
Y, zero = np.sqrt(1 - X**2), np.zeros_like(X)
n1 = np.stack([Y, zero, X], -1)
ea = np.stack([X, zero, -Y], -1)
eb = np.stack([zero, zero + 1, zero], -1)
c12 = (1 - 2 * S**2)[..., None]
s12 = (2 * S * np.sqrt(1 - S**2))[..., None]
radial = np.cos(F)[..., None] * ea + np.sin(F)[..., None] * eb
n2 = c12 * n1 + s12 * radial
ec = -s12 * n1 + c12 * radial
ed = -np.sin(F)[..., None] * ea + np.cos(F)[..., None] * eb


def chord(p, q):
    return Rs * np.linalg.norm(p - q, axis=-1)


def trial(p, q):
    return 1 + 0.7 * p[..., 2] - 0.4 * q[..., 2] * chord(p, q)


def ratio(p, q):
    return trial(p, q) / (1 + chord(p, q))


def gradient_squared(f):
    d, total = 1e-5, 0.0
    c, sn = np.cos(d / Rs), np.sin(d / Rs)
    for t in (ea, eb):
        total = total + ((f(c * n1 + sn * t, n2)
                          - f(c * n1 - sn * t, n2)) / (2 * d))**2
    for t in (ec, ed):
        total = total + ((f(n1, c * n2 + sn * t)
                          - f(n1, c * n2 - sn * t)) / (2 * d))**2
    return total


u12, phi_trial = chord(n1, n2), trial(n1, n2)
excess = np.sum(weight * (gradient_squared(trial) / 2
                          + (1 / u12 - 1) * phi_trial**2))
positive = np.sum(weight * (1 + u12)**2 * gradient_squared(ratio) / 2)
assert abs(excess - positive) < 1e-6 and excess > 0
trial_energy = 1 + excess / np.sum(weight * phi_trial**2)

# ---- uniform density: fixed surface grid, several places of electron 1 ----
mean_psi2 = 5 / 2 + 4 / root3
xg, wg = np.polynomial.legendre.leggauss(200)
pg = 2 * np.pi * np.arange(400) / 400
yg = np.sqrt(1 - xg**2)
grid = np.stack([yg[:, None] * np.cos(pg), yg[:, None] * np.sin(pg),
                 np.repeat(xg[:, None], 400, axis=1)], -1)
relative_density = []
for polar in (0.0, 0.8, 1.9):
    place = np.array([np.sin(polar), 0, np.cos(polar)])
    mean = np.sum(wg[:, None] / 2 * (1 + chord(grid, place))**2) / 400
    relative_density.append(mean / mean_psi2)
# the cusp of Psi on the grid limits the accuracy
assert np.max(np.abs(np.array(relative_density) - 1)) < 1e-4

# ---- Hartree energy in SI from its definition ----
area = 4 * np.pi * R**2
density = 2 / area
integral = quad(lambda t: np.sin(t) / (2 * np.sin(t / 2)), 0, np.pi)[0]
hartree_direct = 0.5 * density**2 * area * k * 2 * np.pi * R * integral
U = 2 * k / R
assert abs(hartree_direct / U - 1) < 1e-10

# ---- Legendre-basis diagonalization, scaled ----
lmax = 160
sq, wq = unit_gauss(2 * lmax + 10)
ell = np.arange(lmax + 1)
basis = np.array([np.sqrt(2 * l + 1) * eval_legendre(l, 1 - 2 * sq**2)
                  for l in ell])
coulomb = (basis * (wq / Rs)) @ basis.T
kinetic_diag = ell * (ell + 1) / Rs**2


def ground(coupling):
    vals, vecs = np.linalg.eigh(np.diag(kinetic_diag) + coupling * coulomb)
    c = vecs[:, 0]
    return vals[0], c @ (kinetic_diag * c), c @ coulomb @ c, c


E_num, T_num, V_num, coeff = ground(1.0)
projection = basis @ (2 * sq * wq * (1 + 2 * Rs * sq))
overlap2 = (coeff @ projection)**2 / mean_psi2
lam, wlam = unit_gauss(8)
U_num = hartree_direct / E_h
Exc_num = sum(w * (ground(x)[2] - U_num) for x, w in zip(lam, wlam))
W0 = ground(0.0)[2] - U_num
W1 = V_num - U_num

Exc = (1 - 4 / root3) * E_h
Ex = -2 / root3 * E_h
Ec = (1 - 2 / root3) * E_h
Tc = 3 / (15 + 8 * root3) * E_h
Vee = E_h - Tc
# basis truncation at the cusp leaves errors of order 1e-6
assert abs(E_num - 1) < 1e-5
assert abs(T_num - Tc / E_h) < 1e-5
assert abs(V_num - Vee / E_h) < 1e-5
assert abs(overlap2 - 1) < 1e-7
assert abs(Exc_num - Exc / E_h) < 1e-5
assert abs(W0 - Ex / E_h) < 1e-9
assert abs(W1 - (Exc - Tc) / E_h) < 1e-5


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Bohr radius a0", a0 * 1e12, "pm", 4)
show("Hartree energy unit E_h", E_h / aJ, "aJ")
show("Sphere radius R", R * 1e12, "pm", 4)
show("Largest distance 2R", 2 * R * 1e12, "pm", 4)
show("Sphere area", area * 1e18, "nm^2", 6)
show("Uniform density n", density * 1e-18, "nm^-2", 3)
for u, (kin, pot), bad in zip(sample_u, right, wrong):
    show("Separation r12", u * 1e12, "pm", 4)
    show("  local kinetic energy", kin / aJ, "aJ", 4)
    show("  Coulomb energy", pot / aJ, "aJ", 4)
    show("  sum", (kin + pot) / aJ, "aJ", 4)
    show("  sum if instead R = a0", bad / aJ, "aJ", 4)
show("Energy of unsymmetric trial state", trial_energy * E_h / aJ, "aJ", 4)
for polar, value in zip((0.0, 0.8, 1.9), relative_density):
    show(f"Density / uniform value at polar angle {polar} rad", value)
show("Mean of Psi^2 over uniform pairs", mean_psi2)
show("Total energy E", E_h / aJ, "aJ")
show("Hartree energy U", U / aJ, "aJ")
show("Exchange energy Ex", Ex / aJ, "aJ")
show("Correlation energy Ec", Ec / aJ, "aJ")
show("Exchange-correlation energy Exc", Exc / aJ, "aJ")
show("Kinetic correlation energy Tc", Tc / aJ, "aJ")
show("Potential part of correlation Ec - Tc", (Ec - Tc) / aJ, "aJ")
show("Electron repulsion <k/r12>", Vee / aJ, "aJ")
show("Exc converted", Exc / E_h, "E_h", 6)
show("Ec converted", Ec / E_h, "E_h", 6)
show("Tc converted", Tc / E_h, "E_h", 6)
print("Legendre diagonalization, highest l:", lmax)
show("  energy", E_num * E_h / aJ, "aJ")
show("  kinetic energy", T_num * E_h / aJ, "aJ")
show("  squared overlap with 1 + r12/a0", overlap2, "", 8)
show("Coupling integrand at lambda = 0", W0 * E_h / aJ, "aJ")
show("Coupling integrand at lambda = 1", W1 * E_h / aJ, "aJ")
show("Exc from coupling integral", Exc_num * E_h / aJ, "aJ")
print("verified")
```

Output:

```
Bohr radius a0: 52.9177 pm
Hartree energy unit E_h: 4.35974 aJ
Sphere radius R: 45.8281 pm
Largest distance 2R: 91.6562 pm
Sphere area: 0.026392 nm^2
Uniform density n: 75.780 nm^-2
Separation r12: 26.4589 pm
  local kinetic energy: -4.3597 aJ
  Coulomb energy: 8.7195 aJ
  sum: 4.3597 aJ
  sum if instead R = a0: 3.9964 aJ
Separation r12: 79.3766 pm
  local kinetic energy: 1.4532 aJ
  Coulomb energy: 2.9065 aJ
  sum: 4.3597 aJ
  sum if instead R = a0: 3.7058 aJ
Energy of unsymmetric trial state: 6.1459 aJ
Density / uniform value at polar angle 0.0 rad: 1.00000
Density / uniform value at polar angle 0.8 rad: 1.00000
Density / uniform value at polar angle 1.9 rad: 1.00000
Mean of Psi^2 over uniform pairs: 4.80940
Total energy E: 4.35974 aJ
Hartree energy U: 10.06840 aJ
Exchange energy Ex: -5.03420 aJ
Correlation energy Ec: -0.67445 aJ
Exchange-correlation energy Exc: -5.70865 aJ
Kinetic correlation energy Tc: 0.45325 aJ
Potential part of correlation Ec - Tc: -1.12771 aJ
Electron repulsion <k/r12>: 3.90649 aJ
Exc converted: -1.309401 E_h
Ec converted: -0.154701 E_h
Tc converted: 0.103963 E_h
Legendre diagonalization, highest l: 160
  energy: 4.35975 aJ
  kinetic energy: 0.45326 aJ
  squared overlap with 1 + r12/a0: 1.00000000
Coupling integrand at lambda = 0: -5.03420 aJ
Coupling integrand at lambda = 1: -6.16190 aJ
Exc from coupling integral: -5.70865 aJ
verified
```
